# Which Brillouin-Zone Regions Build the E2 Peak of Model Silicon: a numerical check

```python
"""Silicon epsilon2 from Cohen-Bergstresser form factors, divided by zone region.
Result under test: the main (E2) maximum of
  eps2(w) = 8 pi^2/(Omega w^2) < sum_vc |p_cv|^2/3 delta(E_cv - w) >_zone
comes mostly from outside small balls around the X points.
Omega: cell volume; p_cv: momentum matrix element; E_cv: vertical gap.
Hartree units inside; wave vectors k in units of 2 pi/a; printed energies in eV.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.ndimage import gaussian_filter1d
from scipy.optimize import brentq
from scipy.spatial import cKDTree

BOHR = const.physical_constants['Bohr radius'][0]
HA = const.physical_constants['Hartree energy in eV'][0]
a = 5.43e-10 / BOHR
unit = 2 * np.pi / a
omega_cell = a**3 / 4
FORM_RY = {3: -0.21, 8: 0.04, 11: 0.08}
CUT, CUT_HIGH = 16.01, 24.01          # limits on |k+G|^2 in (2 pi/a)^2
DE, NBIN = 0.01, 4000                 # energy bins in eV
SIGMA, SIGMA_WIDE = 0.05, 0.10        # Gaussian widths in eV
NV, NC, NSUB = 4, 8, 4

G = np.array([g for g in itertools.product(range(-7, 8), repeat=3)
              if len({x % 2 for x in g}) == 1 and sum(x * x for x in g) <= 50])


def potential(u2=0.0):
    """Potential matrix; u2 is a mean square displacement per axis (bohr^2)."""
    d = G[:, None] - G[None]
    d2 = (d**2).sum(-1)
    phase = np.cos(np.pi / 4 * d.sum(-1))
    v = np.zeros(d2.shape)
    for g2, f in FORM_RY.items():
        v += (d2 == g2) * phase * (f / 2) * np.exp(-u2 * unit**2 * g2 / 2)
    return v


V0 = potential()


def states(k, v=V0, cut=CUT, center=None):
    k = np.asarray(k, float)
    c0 = k if center is None else np.asarray(center, float)
    sel = np.flatnonzero(((G + c0)**2).sum(1) <= cut)
    q = (G[sel] + k) * unit
    h = v[np.ix_(sel, sel)].copy()
    h[np.diag_indices(len(sel))] += (q**2).sum(1) / 2
    e, c = np.linalg.eigh(h)
    return e, c, q


def band_data(ks, v=V0, cut=CUT):
    gaps, strengths, grads, fsum = [], [], [], []
    for k in ks:
        e, c, q = states(k, v, cut)
        p2 = sum(((c[:, :NV] * q[:, i:i+1]).T @ c[:, NV:])**2 for i in range(3))
        de = e[None, NV:] - e[:NV, None]
        vel = q.T @ c[:, :NV+NC]**2
        gaps.append(de[:, :NC])
        strengths.append(p2[:, :NC])
        grads.append(vel[:, None, NV:] - vel[:, :NV, None])
        fsum.append((p2 / de).sum())
    return tuple(np.array(x) for x in (gaps, strengths, grads, fsum))


def wedge(n):
    """Shifted cubic mesh in the irreducible wedge, n even, with multiplicities."""
    pts, mult = [], []
    for i in range(n):
        for j in range(i + 1):
            for m in range(j + 1):
                if i + j + m + 1.5 < 1.5 * n:
                    pts.append([(i+.5)/n, (j+.5)/n, (m+.5)/n])
                    mult.append({3: 48, 2: 24, 1: 8}[len({i, j, m})])
    assert sum(mult) == 4 * n**3
    return np.array(pts), np.array(mult) / (4 * n**3)


def images(rep):
    star = {tuple(s * x for s, x in zip(sg, p)) for p in itertools.permutations(rep)
            for sg in itertools.product((1, -1), repeat=3)}
    pts = np.concatenate([G + np.array(s) for s in star])
    return cKDTree(pts[(pts**2).sum(1) <= 12.5])


SPECIAL = {'Gamma': (0, 0, 0), 'X': (1, 0, 0), 'L': (.5, .5, .5),
           'W': (1, .5, 0), 'K/U': (.75, .75, 0)}
TREES = {name: images(rep) for name, rep in SPECIAL.items()}
energy = (np.arange(NBIN) + 0.5) * DE


class Mesh:
    def __init__(self, n, v=V0, cut=CUT):
        self.k, self.w = wedge(n)
        self.gap, self.p2, grad, _ = band_data(self.k, v, cut)
        s = ((np.arange(NSUB) + .5) / NSUB - .5) / n
        off = np.array(list(itertools.product(s, repeat=3)))
        self.ns = len(off)
        self.sub = self.k[:, None] + off[None]
        self.e = self.gap[..., None] + np.einsum('kivc,si->kvcs', grad,
                                                 off * unit, optimize=True)
        self.dx = TREES['X'].query(self.sub)[0]

    def spectrum(self, labels, nreg):
        """Unbroadened eps2 histogram for each region."""
        b = np.clip((self.e * HA / DE).astype(int), 0, NBIN - 1)
        idx = labels[:, None, None, :] * NBIN + b
        wt = np.broadcast_to((self.w[:, None, None] * self.p2)[..., None]
                             / (3 * self.ns), b.shape)
        f = np.bincount(idx.ravel(), wt.ravel(), nreg * NBIN).reshape(nreg, NBIN)
        return 8 * np.pi**2 / omega_cell * f / (DE / HA) / (energy / HA)**2

    def volumes(self, labels, nreg):
        wt = np.broadcast_to(self.w[:, None] / self.ns, labels.shape)
        return np.bincount(labels.ravel(), wt.ravel(), nreg)

    def source(self, w_ev, sigma):
        """Contribution density to broadened eps2, by band pair and subpoint."""
        x = (self.e * HA - w_ev) / sigma
        gauss = np.exp(-x**2 / 2) / (np.sqrt(2*np.pi) * sigma / HA)
        return (8*np.pi**2 / (3*omega_cell)) * self.p2[..., None] * gauss / self.e**2


def smooth(y, sigma=SIGMA):
    return gaussian_filter1d(y, sigma / DE, axis=-1, mode='constant', truncate=6)


def peak(y):
    window = np.flatnonzero((energy > 3.0) & (energy < 6.0))
    return window[np.argmax(y[window])]


EDGES = np.array([.1, .2, .3, .4, .5])


def shell_spectra(mesh):
    labels = np.digitize(mesh.dx, EDGES)
    return mesh.spectrum(labels, 6), mesh.volumes(labels, 6)


# ---- main spectrum and decomposition by distance from X
main = Mesh(24)
raw, vol = shell_spectra(main)
broad = smooth(raw)
total = broad.sum(0)
ip = peak(total)
wp = energy[ip]
share = broad[:, ip] / total[ip]
cum, cum_vol = np.cumsum(share), np.cumsum(vol)
assert np.allclose(cum_vol[:5], np.pi * EDGES**3, rtol=0.05)
wide = smooth(raw, SIGMA_WIDE)
iw = peak(wide.sum(0))
cum_wide = np.cumsum(wide[:, iw] / wide[:, iw].sum())
d = int(round(0.4 / DE))
prominence = broad[:, ip] - (broad[:, ip-d] + broad[:, ip+d]) / 2
assert prominence.sum() > 0
cum_prom = np.cumsum(prominence) / prominence.sum()
without = broad[2:].sum(0)
i_without = peak(without)
assert cum[0] < 0.10 and cum[1] < 0.50
assert cum_wide[0] < 0.10 and cum_wide[1] < 0.50
assert cum_prom[0] < 0.25
assert abs(energy[i_without] - wp) < 0.15

# ---- decomposition by nearest special point
near = np.argmin([t.query(main.sub)[0] for t in TREES.values()], axis=0)
zone = smooth(main.spectrum(near, 5))[:, ip] / total[ip]
zone_vol = main.volumes(near, 5)

# ---- smallest zone fraction that supplies half of the peak


def half_volume(w_ev, sigma):
    pair = main.source(w_ev, sigma)
    dens = pair.sum((1, 2))
    wt = np.broadcast_to(main.w[:, None] / main.ns, dens.shape).ravel()
    order = np.argsort(-dens.ravel())
    c = np.cumsum(dens.ravel()[order] * wt[order])
    return np.cumsum(wt[order])[np.searchsorted(c, c[-1]/2)], c[-1], pair


half, height_direct, pair = half_volume(wp, SIGMA)
assert abs(height_direct / total[ip] - 1) < 0.02
pair_share = (pair[:, 3, 0].mean(-1) * main.w).sum() / height_direct
cell_weight = pair.sum((1, 2)).mean(-1) * main.w
centroid = cell_weight @ main.k / cell_weight.sum()
half_wide = half_volume(energy[iw], SIGMA_WIDE)[0]
assert half > 0.01 and half_wide > 0.01
del pair

# ---- independent full-cell sampling: no symmetry, no extrapolation
nq = 2500
plastic = 1.22074408460575947536
u = (0.5 + np.arange(1, nq+1)[:, None] * plastic**-np.arange(1., 4.)) % 1 - 0.5
kq = u @ np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
gq, pq, _, fq = band_data(kq)
n_electrons = 4 * fq.mean() / 3
assert abs(n_electrons / 8 - 1) < 0.03
static_q = 1 + 16*np.pi/omega_cell * (pq / gq**3).sum((1, 2)).mean() / 3
in_window = np.abs(gq * HA - wp) < 0.2
strength = (pq / gq**2 * in_window).sum((1, 2)) * 8*np.pi**2/(3*omega_cell) * HA
window_q = strength.mean()
ball_q = strength[TREES['X'].query(kq)[0] < 0.3].sum() / strength.sum()
sel = np.abs(energy - wp) < 0.2
window_m = raw[:, sel].sum() * DE
ball_m = raw[:3, sel].sum() / raw[:, sel].sum()
assert abs(window_q / window_m - 1) < 0.08
assert abs(ball_q - ball_m) < 0.05

# ---- complex response, static limit, long-range electron-hole kernel


def chi(w_ev, eta):
    z = np.atleast_1d(w_ev)[:, None] + 1j * eta
    return 2/np.pi * DE * (energy * raw.sum(0) / (energy**2 - z**2)).sum(1)


static_m = 1 + chi(0.0, 0.0)[0].real
assert abs((static_m - 1) / (static_q - 1) - 1) < 0.03
ALPHA = 0.2
wgrid = energy[(energy > 3) & (energy < 6)]
bare = chi(wgrid, SIGMA)
dressed = bare / (1 - ALPHA * bare / (4*np.pi))
ib, idr = np.argmax(bare.imag), np.argmax(dressed.imag)

# ---- X point: slope of the 4-5 gap from degenerate perturbation theory
X = np.array([1., 0, 0])
ex, cx, qx = states(X)
assert abs(ex[3] - ex[2]) < 1e-8 and abs(ex[5] - ex[4]) < 1e-8


def top_slope(lo, axis):
    block = cx[:, lo:lo+2].T @ (qx[:, axis:axis+1] * cx[:, lo:lo+2])
    return np.linalg.eigvalsh(block)[-1]


def gap45(k, center, cut=CUT):
    e = states(k, cut=cut, center=center)[0]
    return e[4] - e[3]


step = 1e-4
slope_delta = -top_slope(4, 0) - top_slope(2, 0)
fd_delta = (gap45(X - [step, 0, 0], X) - gap45(X, X)) / (step * unit)
fd_trans = (gap45(X + [0, step, 0], X) - gap45(X, X)) / (step * unit)
assert abs(slope_delta - fd_delta) < 2e-3 and abs(slope_delta) > 0.01
assert abs(fd_trans) < 2e-3

# ---- gap gradient: Hellmann-Feynman against finite differences


def gap_gradient(k, center, cut=CUT):
    _, c, q = states(k, cut=cut, center=center)
    return q.T @ (c[:, 4]**2 - c[:, 3]**2)


kg = np.array([.63, .41, .17])
fd = np.array([(gap45(kg+s, kg) - gap45(kg-s, kg)) / (2*step*unit)
               for s in step*np.eye(3)])
assert np.allclose(fd, gap_gradient(kg, kg), atol=1e-5)

# ---- smooth critical points of the 4-5 gap on the Sigma line
mid = np.array([.5, .5, 0])
axes = np.array([[1, 1, 0], [1, -1, 0], [0, 0, np.sqrt(2)]]) / np.sqrt(2)


def along(q):
    return gap_gradient(np.array([q, q, 0]), mid, CUT_HIGH) @ axes[0]


qs = np.linspace(0.1, 0.95, 86)
fs = [along(q) for q in qs]
critical = []
for q0, q1, f0, f1 in zip(qs[:-1], qs[1:], fs[:-1], fs[1:]):
    if f0 * f1 < 0:
        q = brentq(along, q0, q1, xtol=1e-12)
        kc = np.array([q, q, 0])
        g = gap_gradient(kc, mid, CUT_HIGH)
        if np.abs(g @ axes[0]) < 1e-6:      # a band crossing gives a jump instead
            assert np.abs(axes @ g).max() < 1e-5
            curv = [(gap_gradient(kc + 1e-3*x, mid, CUT_HIGH)
                     - gap_gradient(kc - 1e-3*x, mid, CUT_HIGH)) @ x
                    / (2e-3*unit) for x in axes]
            critical.append((q, gap45(kc, mid, CUT_HIGH)*HA, sum(x < 0 for x in curv)))

# ---- convergence and thermal softening of the form factors


def summary(mesh):
    r = smooth(shell_spectra(mesh)[0])
    t = r.sum(0)
    i = peak(t)
    return np.array([energy[i], t[i], r[:2, i].sum() / t[i]])


ref = np.array([wp, total[ip], cum[1]])
coarse = summary(Mesh(16))
high = summary(Mesh(16, cut=CUT_HIGH))
U2 = 0.006                                 # rough, angstrom^2 per axis at 300 K
warm = summary(Mesh(16, v=potential(U2 * 1e-20 / BOHR**2)))
assert abs(coarse[0] - ref[0]) < 0.1 and abs(coarse[1]/ref[1] - 1) < 0.1
assert abs(high[0] - coarse[0]) < 0.1 and abs(high[2] - coarse[2]) < 0.05

# ---- output
print(f"lattice constant {a*BOHR*1e10:.2f} angstrom = {a:.4f} bohr; 2pi/a {unit:.4f} 1/bohr")
print("form factors V3, V8, V11 (Ry):", *FORM_RY.values())
print(f"mesh 24: {len(main.k)} wedge points, {NSUB**3} subpoints each; sigma {SIGMA:.2f} eV")
print(f"plane-wave limit |k+G|^2 <= {CUT:.0f} (2pi/a)^2 = {CUT*unit**2/2:.2f} hartree")
for name in ('Gamma', 'X', 'L'):
    print(f"4-5 gap at {name}: {gap45(SPECIAL[name], SPECIAL[name])*HA:.3f} eV")
lam = const.h * const.c / (wp * const.e) * 1e9
print(f"E2 peak: {wp:.3f} eV = {lam:.1f} nm; eps2 = {total[ip]:.2f}")
print("X balls: r(2pi/a), zone %, peak %, prominence %, peak % at sigma 0.10 eV")
for j, r in enumerate(EDGES):
    print(f"  {r:.1f} {100*cum_vol[j]:7.2f} {100*cum[j]:7.2f} "
          f"{100*cum_prom[j]:7.2f} {100*cum_wide[j]:7.2f}")
print(f"prominence over +-0.4 eV neighbours: {prominence.sum():.2f}")
print(f"X balls r<0.2 deleted: peak {energy[i_without]:.3f} eV, eps2 {without[i_without]:.2f}")
print("nearest special point: zone %, peak %")
for name, x, y in zip(SPECIAL, zone_vol, zone):
    print(f"  {name:6s} {100*x:6.2f} {100*y:6.2f}")
print(f"smallest zone part giving half the peak: {100*half:.2f} % (sigma 0.05 eV)")
print(f"same at sigma 0.10 eV: {100*half_wide:.2f} %; peak there {energy[iw]:.3f} eV")
print(f"band pair 4-5 share of peak: {100*pair_share:.1f} %")
print("centroid of source in wedge (2pi/a):", *np.round(centroid, 3))
print(f"gap slope at X toward Gamma: {slope_delta:.4f} (p_x block), {fd_delta:.4f} (diff.) a.u.")
print(f"gap change per 0.1(2pi/a) at that slope: {slope_delta*0.1*unit*HA:.3f} eV")
print(f"gap slope at X toward W: {fd_trans:.5f} a.u.")
print(f"smooth 4-5 critical points found on Sigma: {len(critical)}")
for q, e, m in critical[:4]:
    print(f"  k=({q:.3f},{q:.3f},0): gap {e:.3f} eV, negative curvatures {m}")
print(f"f-sum electrons per cell: {n_electrons:.3f} (valence count 8)")
print(f"static eps1: spectrum {static_m:.3f}, full-cell sampling {static_q:.3f}")
print(f"strength within 0.2 eV of peak: mesh {window_m:.3f}, sampling {window_q:.3f} eV")
print(f"its share in X balls r<0.3: mesh {100*ball_m:.2f} %, sampling {100*ball_q:.2f} %")
print(f"mesh 16->24: peak {ref[0]-coarse[0]:+.3f} eV, eps2 {ref[1]-coarse[1]:+.2f}, "
      f"r<0.2 share {100*(ref[2]-coarse[2]):+.2f} points")
print(f"cutoff 16->24 (mesh 16): peak {high[0]-coarse[0]:+.3f} eV, "
      f"eps2 {high[1]-coarse[1]:+.2f}, share {100*(high[2]-coarse[2]):+.2f} points")
print(f"thermal factor, rough u^2 {U2} angstrom^2: peak {warm[0]-coarse[0]:+.3f} eV, "
      f"share {100*(warm[2]-coarse[2]):+.2f} points")
print(f"electron-hole kernel, rough alpha {ALPHA}: peak {wgrid[ib]:.3f} -> {wgrid[idr]:.3f} eV")
print(f"  its eps2 maximum (Lorentz 0.05 eV): {bare.imag[ib]:.2f} -> {dressed.imag[idr]:.2f}")
SO = 0.04
print(f"spin-orbit splitting, rough {SO} eV: {SO/SIGMA:.1f} of sigma")
print("success")
```

Output:

```
lattice constant 5.43 angstrom = 10.2612 bohr; 2pi/a 0.6123 1/bohr
form factors V3, V8, V11 (Ry): -0.21 0.04 0.08
mesh 24: 1300 wedge points, 64 subpoints each; sigma 0.05 eV
plane-wave limit |k+G|^2 <= 16 (2pi/a)^2 = 3.00 hartree
4-5 gap at Gamma: 3.353 eV
4-5 gap at X: 3.927 eV
4-5 gap at L: 3.117 eV
E2 peak: 4.245 eV = 292.1 nm; eps2 = 55.42
X balls: r(2pi/a), zone %, peak %, prominence %, peak % at sigma 0.10 eV
  0.1    0.31    0.72    0.25    0.91
  0.2    2.50    3.76    1.04    4.31
  0.3    8.48    8.05    2.67    9.61
  0.4   20.09   14.98    9.08   19.03
  0.5   39.28   29.03   26.37   34.74
prominence over +-0.4 eV neighbours: 33.04
X balls r<0.2 deleted: peak 4.245 eV, eps2 53.34
nearest special point: zone %, peak %
  Gamma   12.50  10.66
  X        9.67   7.65
  L       28.33  40.18
  W       12.96   0.00
  K/U     36.54  41.51
smallest zone part giving half the peak: 6.44 % (sigma 0.05 eV)
same at sigma 0.10 eV: 11.26 %; peak there 4.225 eV
band pair 4-5 share of peak: 85.6 %
centroid of source in wedge (2pi/a): 0.594 0.341 0.167
gap slope at X toward Gamma: -0.1070 (p_x block), -0.1069 (diff.) a.u.
gap change per 0.1(2pi/a) at that slope: -0.178 eV
gap slope at X toward W: 0.00024 a.u.
smooth 4-5 critical points found on Sigma: 1
  k=(0.397,0.397,0): gap 4.366 eV, negative curvatures 2
f-sum electrons per cell: 7.955 (valence count 8)
static eps1: spectrum 11.578, full-cell sampling 11.532
strength within 0.2 eV of peak: mesh 18.205, sampling 18.226 eV
its share in X balls r<0.3: mesh 9.85 %, sampling 10.15 %
mesh 16->24: peak +0.010 eV, eps2 +0.52, r<0.2 share -0.08 points
cutoff 16->24 (mesh 16): peak +0.030 eV, eps2 -0.33, share -0.06 points
thermal factor, rough u^2 0.006 angstrom^2: peak -0.120 eV, share +0.11 points
electron-hole kernel, rough alpha 0.2: peak 4.245 -> 3.935 eV
  its eps2 maximum (Lorentz 0.05 eV): 48.33 -> 51.22
spin-orbit splitting, rough 0.04 eV: 0.8 of sigma
success
```
